# When an Oxidising Nanoparticle Hollows: Vacancy Escape against Void Nucleation

A calculation of an oxidising metal nanoparticle must decide whether a void opens in the core, because this sets the number of moving boundaries. If the core stays dense, there is a metal/oxide interface and an outer surface, and the oxide follows the shrinking metal inward. If a void opens, there is a third boundary, the oxide can stay where it is, and the particle may end as a hollow shell. Comparing the mobilities of cations and oxygen does not settle the choice. Outward cation transport supplies vacancies, but these can leave the core before they gather into a void. The decision needs a balance of supply, escape and nucleation, and for a sphere that balance can be solved.

## How fast the metal is consumed

Let the core have radius $a$ and the oxide outer radius $b$. Amounts of metal are expressed as volumes, with $\Omega$ the volume per metal atom. Lengths are in nm, times in s and energies in eV, because atomic units are unnatural for this slow process.

Cations diffuse outward and oxygen inward through an oxide with constant transport coefficients and fixed boundary activities. Storage of mobile species in the oxide is neglected, so the total current $Q$, the metal volume consumed per unit time, is the same through every sphere. A layer of thickness $dr$ takes the share $Q\,dr/(4\pi r^2)$ of the total driving term $P$, which is $\Omega$ times the diffusivity integrated over the concentration difference, summed over both species in metal equivalents. Hence

$$P=\frac{Q}{4\pi}\int_a^b\frac{dr}{r^2}=\frac{Q}{4\pi}\,\frac{b-a}{ab}.$$

Dividing $Q$ by the area $4\pi a^2$ gives the recession velocity of the metal,

$$v=\frac{Q}{4\pi a^2}=\frac{P\,b}{a(b-a)}.$$

For a shell of thickness $h=b-a\ll a$ this becomes $P/h$: a thin oxide means fast supply. Both species see the same geometry, so the fraction $t$ of consumed metal that oxidises at the outer surface is constant. For an oxide MO, $t>1/2$ means that cations are faster than oxygen.

## Faster cations are not the criterion

Let $\phi$ be the oxide volume formed per volume of metal consumed. A metal atom that leaves through the oxide vacates one site. An atom oxidised at the inner interface vacates one site too, but its oxide needs $\phi$ sites, so it uses up $\phi-1$ vacancies. The net number of vacancies per consumed atom is

$$f=t-(\phi-1)(1-t)=1-\phi(1-t).$$

A global count agrees. Suppose a rigid shell does not follow the metal, and a metal volume $V$ has been consumed. The space inside the outer surface has grown by $\phi tV$, the oxide by $\phi V$, and the metal has lost $V$. The empty volume is $\phi tV-\phi V+V=fV$. Integrating the radii of such a shell in time gave the same fraction for three values of $t$.

Free volume therefore requires

$$t>1-\frac1\phi .$$

This coincides with $t>1/2$ for $\phi=2$. For smaller $\phi$, free volume can arise even when oxygen is somewhat faster. For larger $\phi$, cations must be faster by a margin. A negative $f$ means that the inner oxide does not fit into the space left by the metal, so stress or flow must make room for it.

Positive $f$ is necessary for a void in this model, but it is not sufficient, because the vacancies may escape.

## The spherical vacancy balance

Let $x(r)$ be the fraction of vacant sites in the core, $x_e$ its equilibrium value and $D$ the vacancy diffusivity. Dislocations absorb vacancies at the rate $Dq^2(x-x_e)$ per site, where $q^2$ is their sink strength, treated as a uniform average. In a steady state

$$D\left(x''+\frac2r x'\right)=Dq^2(x-x_e).$$

At the interface, vacancies are injected at the rate $fv$. Some are annihilated there, at the rate $\kappa(x-x_e)$, when the interface removes metal sites and the oxide follows. The rest enter the core. The flux in the direction of increasing $r$ is $-Dx'$, so the inward flux is $+Dx'(a)$, and

$$Dx'(a)+\kappa\,[x(a)-x_e]=fv .$$

With $y=x-x_e$ and $u=ry$, we have $y''+2y'/r=u''/r$, so the diffusion equation becomes $u''=q^2u$. A finite value at the centre requires $u(0)=0$, which leaves $y=A\sinh(qr)/r$. Its slope at the interface is

$$y'(a)=y(a)\left[q\coth(qa)-\frac1a\right].$$

Inserted in the boundary condition, this gives $fv=w\,y(a)$ with the escape velocity

$$w=\kappa+Dq\left[\coth(qa)-\frac1{qa}\right].$$

The supersaturation at the interface, $S=x(a)/x_e$, is therefore

$$S=1+\frac{fv}{x_e\,w}.$$

Since $\sinh(qr)/r$ increases with $r$, the interface is the most supersaturated place in the core.

Two limits show what the dislocations do. For $qa\ll1$, $\coth z\approx1/z+z/3$ gives $w\approx\kappa+Dq^2a/3$. The factor $a/3$ is the volume of the core divided by its surface: sinks fill the volume, while vacancies enter through the surface. For $qa\gg1$, $w$ approaches $\kappa+Dq$, because vacancies are absorbed within a depth of about $1/q$ and the deeper core no longer matters.

The steady solution is used while the core shrinks, which requires vacancies to adjust faster than their supply changes. A transient solution with the moving boundary, started from equilibrium, tests this. After 0.5 s its interface supersaturation differed from the formula by less than 0.02 % of its value, for cores of 10 and 100 nm with the parameters used below.

## What a nucleus costs

A void at the interface is taken as a spherical cap of curvature radius $R$ on a locally flat oxide wall. Let $\gamma$, $\gamma_{\rm ox}$ and $\gamma_{\rm int}$ be the energies per area of the metal surface, the oxide surface and the metal/oxide interface. With the contact angle $\psi$ measured through the void, the force balance along the wall is

$$\gamma_{\rm int}=\gamma_{\rm ox}+\gamma\cos\psi .$$

The work of adhesion is then $\gamma+\gamma_{\rm ox}-\gamma_{\rm int}=\gamma(1-\cos\psi)$, so a small angle means weak adhesion.

Write $c=\cos\psi$. The cap creates a metal surface of area $2\pi R^2(1-c)$. On its footprint $\pi R^2(1-c^2)$, the interface is replaced by oxide surface, at a cost per area of $\gamma_{\rm ox}-\gamma_{\rm int}=-\gamma c$. The total is

$$\pi R^2\gamma\,[2(1-c)-c(1-c^2)]=\pi R^2\gamma(1-c)^2(2+c)=4\pi R^2\gamma\,g,$$

$$g=\frac{(2+\cos\psi)(1-\cos\psi)^2}{4}.$$

The volume of the cap carries the same factor:

$$\int_{Rc}^{R}\pi(R^2-z^2)\,dz=\frac{\pi R^3}{3}(2-3c+c^3)=\frac{4\pi R^3}{3}\,g .$$

For $n$ vacancies the volume is $n\Omega$, so $R=(3n\Omega/4\pi g)^{1/3}$. The surface energy becomes $s\,n^{2/3}kT$ with

$$s=\frac{(36\pi g)^{1/3}\gamma\,\Omega^{2/3}}{kT}.$$

Each vacancy taken from the supersaturated metal releases $kT\ln S$. The work of forming the cluster, in units of $kT$, is thus $W_n=s\,n^{2/3}-n\ln S$. Setting $dW_n/dn=0$ gives the critical size, and inserting it gives the barrier:

$$n_*=\left(\frac{2s}{3\ln S}\right)^3,\qquad W_*=\frac{4s^3}{9\ln^2S}-\frac{8s^3}{27\ln^2S}=\frac{4s^3}{27\ln^2S}.$$

Since $s^3\propto g$, $W_*$ is proportional to $g$ at fixed $S$. Adhesion enters the rate through this barrier and, because clusters are counted from single vacancies below, also through $W_1=s-\ln S$.

## From barrier to rate

The interface offers $N_s=4\pi a^2/\Omega^{2/3}$ sites, on which there are $N_1=N_sx_eS$ single vacancies. Measuring the work of a cluster from that of a single vacancy gives the equilibrium numbers

$$N_n=N_1e^{-(W_n-W_1)}=N_s\,x_e\,S^{n}\exp[-s(n^{2/3}-1)].$$

A cluster gains vacancies at the rate $\beta_n=2\pi\rho Dx_eS/\Omega$. This is half the diffusive supply to a sphere of radius $\rho$, with $2\pi\rho^3/3=n\Omega$: the cap is replaced by a hemisphere of equal volume, a simplification that affects the prefactor.

Let $F_n$ be the actual cluster numbers and $\alpha_{n+1}$ the rate at which a cluster of $n+1$ loses a vacancy. In a steady state the net current $I=\beta_nF_n-\alpha_{n+1}F_{n+1}$ is the same for all $n$. No net current flows at equilibrium, so $\beta_nN_n=\alpha_{n+1}N_{n+1}$. Dividing the current by this quantity gives

$$\frac{I}{\beta_nN_n}=\frac{F_n}{N_n}-\frac{F_{n+1}}{N_{n+1}} .$$

In the sum over $n$ the right side telescopes. It begins at 1, because $F_1=N_1$, and ends at 0, because large clusters grow away before they reach their equilibrium number. The nucleation rate is therefore

$$I=\left[\sum_{n\ge1}\frac1{\beta_nN_n}\right]^{-1}.$$

A direct solution of the cluster equations gave the same rate.

The $S$ dependence explains why the threshold is sharp. The product $\beta_nN_n$ is proportional to $S^{n+1}$, one power coming from the attachment rate. Differentiating the logarithm of the sum gives

$$\frac{d\ln I}{d\ln S}=\langle n\rangle+1,$$

where the average has weights $1/(\beta_nN_n)$ and is dominated by sizes near the critical one. A moderate change in escape velocity thus becomes a large change in nucleation rate.

## The threshold with a moving boundary

Until a void exists, every net vacancy escapes and the particle stays dense. The metal then occupies a sphere of radius $a$ with $da/dt=-v$, and the outer radius follows from the total volume:

$$b^3=b_0^3+(\phi-1)(a_0^3-a^3),$$

where the index 0 marks initial values. As the shell thickens, $v$ falls at first, and with it the supersaturation. The expected number of nuclei is

$$M=\int I\,dt=\int_{a_0/2}^{a_0}\frac{I(S,a)}{v}\,da .$$

The lower limit is a convention: a void counts if it nucleates before the core radius has halved, that is, before 7/8 of the metal is gone. It also keeps the model away from the last stage, where $v\to P/a$ grows without limit and a continuum core loses its meaning. For a large core it leaves out more than that: as the radius falls to a few nm, $v$ rises, $w$ falls and $S$ climbs again, so a core below threshold is one that stays dense until its radius has halved, not necessarily to the end.

For independent events the probability of at least one nucleus is $1-e^{-M}$. Even odds define the threshold:

$$M=\ln2 .$$

If $S_*$ is the initial supersaturation for which this holds, the criterion can be read as an upper limit on escape,

$$w(a_0)<\frac{f\,v_0}{x_e(S_*-1)} .$$

Here $S_*$ is not a material constant. It depends, through $M$, on the number of sites and on how $S$ changes during oxidation.

## A core of 10 nm radius

The parameters are round model values and describe no particular metal: $T=700$ K, $\gamma=8$ eV/nm², $\Omega=0.012$ nm³, $D=10^6$ nm²/s, $x_e=10^{-7}$, $q^2=10^{-3}$ nm⁻², $\kappa=1000$ nm/s, $P=0.20$ nm²/s, $\phi=1.8$, $t=0.90$ and $\psi=50^\circ$. The core has $a_0=10$ nm and carries 1 nm of oxide.

The supply follows from $f=1-1.8\times0.10=0.82$ and

$$v_0=\frac{0.20\times11}{10\times1}=0.22\ \text{nm/s}.$$

Dislocations contribute 3311 nm/s to the escape velocity, close to the small-core estimate $Dq^2a/3=3333$ nm/s. With $\kappa$, $w=4311$ nm/s. Hence

$$S=1+\frac{0.82\times0.22}{10^{-7}\times4311}\approx419,\qquad \ln S=6.04 .$$

The angle gives $g=0.084$ and $s=14.7$, so that $n_*=[2\times14.7/(3\times6.04)]^3\approx4.3$ vacancies. The initial rate is 24 nuclei per second, and $M=23$ by the time the core radius has halved, after 64 s. A void is practically certain in this model. The value 23 does not predict 23 voids, because $M$ ignores the fall in supersaturation that the first void causes. It measures how safely the threshold is passed.

The steady rate may be used here, since the nucleation lag is 0.006 s while $M/I=0.96$ s. The latter is the time for which the initial rate would have to last to produce $M$.

The margin can be removed in two ways. Raising $\kappa$ to 3834 nm/s brings $M$ down to $\ln2$, with an initial supersaturation of about 250. Keeping $\kappa$ and lowering $t$ to 0.72 does the same, with $f=0.49$. Free volume, however, already arises above $t=0.44$. Between 0.44 and 0.72 vacancies are produced, and above 0.50 cations are also the faster species, yet the odds favour a dense core.

Adhesion acts more strongly still. At $\psi=90^\circ$, $g=0.5$, and $W_*$ at the same $S$ is about six times higher, 77 instead of 13. The rate follows $W_*-W_1$, which rises from 4.3 to 56.5, a factor of about $e^{-52}$ in the rate. The expected number of nuclei falls to $5\times10^{-23}$. The threshold $M=\ln2$ is already reached near $\psi=55^\circ$.

## Why size matters, and when it acts the other way

With the other parameters fixed, the core radius changes the outcome as follows.

| Radius (nm) | $w$ (nm/s) | Initial $S$ | $M$ |
|---|---|---|---|
| 5 | 2664 | 740 | 200 |
| 10 | 4311 | 419 | 23 |
| 20 | 7495 | 231 | 1.3 |
| 40 | 13098 | 129 | 0.03 |

Within the range of the table, the threshold lies at a radius of about 23 nm. From 20 to 40 nm the interface gains a factor of four in nucleation sites, but $w$ rises by a factor of 1.75 and $S$ falls by almost 1.8. The initial velocity, proportional to $1+h_0/a_0$ with $h_0$ the initial oxide thickness, changes by about 2 %, so the fall in $S$ comes almost wholly from escape. At 40 nm, $M$ is only 0.06 even with $\kappa=0$: the dislocations alone keep the core below threshold until its radius has halved. Followed further, this core passes $M=\ln2$ near a radius of 5 nm for $\kappa=0$ and near 3.4 nm for $\kappa=1000$ nm/s, when more than 99 % of the metal is gone.

This advantage of small particles depends on volume sinks. If $q=0$, then $w=\kappa$ for every size, and the initial $S$ depends on size only through the factor $1+h_0/a_0$. Once that factor is close to one, the initial nucleation rate grows with the number of sites, as $a_0^2$. A dislocation-free large core would then start to nucleate voids more readily than a small one. Even with dislocations the advantage of small size does not continue indefinitely: for $qa\gg1$, $w$ stops growing with size, while the number of sites still increases.

## Whether the void keeps the vacancies

A nucleus leads to a hollow particle only if it goes on collecting vacancies. Consider a concentric void of radius $R$, with the shell now following the metal only as far as vacancies still escape. The curved surface is in equilibrium with $x(R)=x_e\exp(2\gamma\Omega/RkT)$. Write $y_R=x(R)-x_e$, $u_R=Ry_R$ and $d=a-R$. The solution is

$$u=u_R\cosh q(r-R)+B\sinh q(r-R).$$

Using $y'=u'/r-u/r^2$ and multiplying the outer boundary condition by $a$ gives

$$Du'(a)+\left(\kappa-\frac Da\right)u(a)=afv .$$

Inserting $u$ and solving for $B$,

$$B=\frac{afv-u_R\,[Dq\sinh qd+(\kappa-D/a)\cosh qd]}{Dq\cosh qd+(\kappa-D/a)\sinh qd}.$$

The void receives $4\pi R^2Dy'(R)=4\pi D(qBR-u_R)$ out of the injected $4\pi a^2fv$, so the captured fraction is

$$\eta=\frac{D(qBR-u_R)}{a^2fv}.$$

The case without dislocations shows the competition plainly. As $q\to0$, $\sinh qd\to qd$ and

$$qB\to\frac{afv-u_R(\kappa-D/a)}{DR/a+\kappa d}.$$

In $qBR-u_R$, put over this denominator, the terms $\pm u_RDR/a$ cancel. What remains in the numerator is $Rafv-u_R\kappa(R+d)=Ra(fv-\kappa y_R)$, and therefore

$$\eta=\frac{1-\kappa y_R/(fv)}{1+\kappa a(a-R)/(DR)} .$$

The void grows if $fv>\kappa y_R$. Diffusivity does not enter this sign; it sets how large a share the void obtains.

For the 10 nm core with its dislocations and initial supply, $\eta=-2.9$ at $R=0.4$ nm: the void emits vacancies and shrinks. At 1, 2 and 5 nm the fractions are 0.69, 0.86 and 0.97. In this example, escape can prevent a void from nucleating, as the critical $\kappa$ showed, but at the initial supply it loses most of the vacancies to a void that has grown to 1 nm or more. At the same core radius, a smaller supply would lower these fractions. The four values agree with a numerical solution of the same boundary problem. They say nothing about how a cap at the wall turns into a central void, which the model leaves out.

## Where the model stops

The critical nucleus of about four vacancies is the weakest point. A surface energy per area is hardly defined for it, so the critical $\kappa$, $t$ and radius are thresholds of the model and not predictions for a metal. The balance for $S$ and the sharp dependence on it are more robust than the value of $S_*$.

The rate also assumes that $S$ stays fixed while a nucleus forms. At the initial supersaturation the 10 nm core holds on average only about 15 vacancies, and the 5 nm core about 3. A growing cluster therefore depletes its own supply, and the model overestimates the rate, most of all for the smallest core.

The dislocations are also averaged. If $q^2$ is roughly the dislocation density, the cross-section $\pi a^2$ of the 10 nm core holds about 0.3 lines. Real cores of this size would have none or a few, and a population of equal particles could split into hollow and dense ones.

Finally, $P$ is constant here. In a 1 nm oxide, electric fields and interface reactions can control transport, and stress can change both the vacancy equilibrium and the ability of the shell to follow. In the example the vacancies carry a driving force $kT\ln S/\Omega\approx30$ eV/nm³, about 4.9 GPa, so a fixed dislocation density and a fixed $\kappa$ are strong assumptions. The void also rests on an interface that is a very poor sink, with $\kappa$ about $2\times10^{-4}$ of the perfect-sink scale $D/\Omega^{1/3}$, and weakly bonded, with a work of adhesion of 2.9 eV/nm² (0.46 J/m²). At a strongly bonded interface this cap nucleation gives no void, and a void observed there needs another explanation. Fields and interface reactions can also act differently on cations and oxygen, which changes $t$ and with it $f$. Whichever of $v$, $t$, $x_e$ and $\kappa$ are affected must be replaced before the threshold is applied. The numerical output gives the remaining values for this example.

## Numbers as computed

```
temperature = 700 K, kT = 0.06032 eV
metal surface energy gamma = 8.0 eV/nm^2
atomic volume Omega = 0.012 nm^3, site area = 0.0524 nm^2
vacancy diffusivity D = 1.0e+06 nm^2/s, x_e = 1.0e-07
sink strength q^2 = 1.0e-03 nm^-2
interface annihilation velocity kappa = 1000 nm/s
oxide transport P = 0.20 nm^2/s, volume ratio phi = 1.80
initial core radius = 10.0 nm, initial oxide = 1.0 nm
outward fraction t = 0.90, free-volume factor f = 0.820
free volume requires t > 0.4444
initial recession velocity v = 0.2200 nm/s
escape velocity w = 4311.3 nm/s
of which dislocations = 3311.3 nm/s
initial supersaturation S = 419.4, ln S = 6.039
mean number of vacancies in core = 14.64
largest quasi-steady error (10 and 100 nm) = 1.7e-04
contact angle = 50 deg, shape factor g = 0.0843
surface coefficient s = 14.740
critical curvature radius = 0.527 nm
critical cluster size = 4.31 vacancies
initial nucleation rate I = 23.621 1/s
d ln I / d ln S = 5.475
saddle/sum rate ratio at nucleus of 60.7 vacancies = 0.9996
nucleation lag = 0.0055 s, effective duration M/I = 0.959 s
time to half core radius = 64.4 s
expected nuclei M = 22.645, void probability = 1.0000
critical kappa (10 nm core) = 3834 nm/s
initial S at critical kappa = 253.5
critical outward fraction t (10 nm core) = 0.7171
free-volume factor at critical t = 0.4909
core 5 nm: w = 2664 nm/s, S = 739.8, M = 1.998e+02
core 10 nm: w = 4311 nm/s, S = 419.4, M = 2.265e+01
core 20 nm: w = 7495 nm/s, S = 230.7, M = 1.258e+00
core 40 nm: w = 13098 nm/s, S = 129.3, M = 2.920e-02
critical core radius at kappa = 1000 nm/s: 22.59 nm
M for 40 nm core with kappa = 0: 6.384e-02
M for 10 nm core with contact angle 90 deg: 4.759e-23
void radius 0.4 nm: captured vacancy fraction = -2.9190
void radius 1.0 nm: captured vacancy fraction = 0.6855
void radius 2.0 nm: captured vacancy fraction = 0.8551
void radius 5.0 nm: captured vacancy fraction = 0.9681
```
